# Outer radius and time step in Brownian escape from a Coulomb well

## Definitions and what the settings control

Two charges $+e$ and $-e$ diffuse in a uniform dielectric of relative permittivity $\varepsilon_r$ at temperature $T$. Let $\mathbf r$ be their separation vector, $r=|\mathbf r|$, and $D$ the sum of their diffusivities, taken as constant. There is no applied field. The interaction energy is

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}=-k_BT\,\frac{r_c}{r},\qquad r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT}.$$

At the Onsager radius $r_c$ the attraction equals $k_BT$. Lengths are in nanometres, and

$$W(r)=e^{-r_c/r}.$$

A simulated pair starts at $r_0$ and is stopped at an inner sphere $a$ (capture) or an outer sphere $R$ (provisional escape), with $a<r_0<R$. The probability of reaching $R$ first is $P$. Two different quantities may be wanted from it:

- the Onsager probability, for a point sink at the origin and an outer boundary at infinity;
- the finite-sink probability $q(r_0)$, for capture at a physical radius $a$ and an outer boundary at infinity.

The settings discussed here are $R$, $a$, the time step, the test for boundary crossings and the number of paths. They belong to the Brownian calculation. Electronic-structure theory enters through $\varepsilon_r$, which a dielectric-response calculation can supply with the ions clamped or relaxed. The relaxed, static value is the consistent choice if the lattice polarizes quickly compared with the pair's motion, as the instantaneous potential $U$ assumes.

## The exit probability

In overdamped motion the drift velocity is the mobility $D/k_BT$ times the force $-\nabla U$. Since $\nabla(-1/r)=\mathbf r/r^3$,

$$d\mathbf r=-D r_c\frac{\mathbf r}{r^3}\,dt+\sqrt{2D}\,d\mathbf B,$$

where each component of $d\mathbf B$ has variance $dt$. The minus sign is the attraction.

Let $p(\mathbf r)$ be the probability of reaching $R$ before $a$. A short step from an interior point does not change the final outcome, so $p(\mathbf r)$ is the average of $p(\mathbf r+d\mathbf r)$. Expand to first order in $dt$, using $\langle dr_i\,dr_j\rangle=2D\delta_{ij}dt$:

$$p=p+dt\left[-Dr_c\frac{\mathbf r\cdot\nabla p}{r^3}+D\nabla^2p\right].$$

The bracket must vanish. For a spherical solution $\mathbf r\cdot\nabla p=rp'$ and $\nabla^2p=p''+2p'/r$, hence

$$p''+\left(\frac2r-\frac{r_c}{r^2}\right)p'=0.$$

The integral of the coefficient is $2\ln r+r_c/r$. Multiplying by its exponential gives

$$\left(r^2e^{r_c/r}p'\right)'=0,\qquad p'=C\,\frac{e^{-r_c/r}}{r^2}.$$

Because $W'=(r_c/r^2)e^{-r_c/r}$, integration gives $p=A+BW(r)$. The conditions $p(a)=0$ and $p(R)=1$ fix the constants:

$$P=\frac{W(r_0)-W(a)}{W(R)-W(a)}.\tag{1}$$

As $R\to\infty$, $W(R)\to1$, and

$$q(r)=\frac{W(r)-W(a)}{1-W(a)}.\tag{2}$$

If then $a\to0$, $W(a)\to0$ and the escape probability becomes $W(r_0)=e^{-r_c/r_0}$, the zero-field Onsager result.

The two targets differ by

$$W(r_0)-q(r_0)=\frac{W(a)\,[1-W(r_0)]}{1-W(a)},$$

which is small compared with $W(r_0)$ when $W(a)\ll W(r_0)$. The neutral limit shows that it need not be small. For $r_c\to0$, $W(r)\simeq1-r_c/r$, so

$$q(r_0)\to\frac{r_c/a-r_c/r_0}{r_c/a}=1-\frac a{r_0},\qquad W(r_0)\to1.$$

A neutral particle can still hit a sphere of finite size, but it misses a point.

## Correcting for the finite radii

Consider the ideal Onsager problem and stop the path when it first meets either sphere. Its future depends on that position and not on how it got there (the strong Markov property). From $R$ the remaining escape probability is $W(R)$. From $a$ it is $W(a)$, because the ideal sink lies further in. Therefore

$$W(r_0)=P\,W(R)+(1-P)\,W(a).\tag{3}$$

Substituting (1) confirms this: the right side is $W(a)+P[W(R)-W(a)]=W(r_0)$.

If $a$ is a physical sink, a captured path has no second chance, and

$$q(r_0)=P\,q(R).\tag{4}$$

Correcting the outer boundary alone thus gives $q(r_0)$, not $e^{-r_c/r_0}$.

Equation (3) takes $W(R)$ and $W(a)$ from the theory whose value at $r_0$ is being checked. Agreement after correction tests the simulated $P$, but it is not an independent proof of the Onsager law. For that, $a$ must be made so small that $W(a)$ is negligible, and either $R$ must be so large that no correction is needed or the return from $R$ must be simulated too.

For another spherical potential, (4) still holds, but $q(R)$ must be recomputed for that potential. With an applied field the continuation probability depends on where the path meets the outer sphere. A single number $q(R)$ is then insufficient, and the average must run over the hitting points.

### What the outer radius costs

For $N$ independent paths the standard error of $P$ is $\sqrt{P(1-P)/N}$. Equation (3) has slope $W(R)-W(a)$ in $P$, and from (1)

$$1-P=\frac{W(R)-W(r_0)}{W(R)-W(a)}.$$

The corrected estimate therefore has standard error

$$\sigma_W=\sqrt{\frac{[W(r_0)-W(a)]\,[W(R)-W(r_0)]}{N}}.\tag{5}$$

This grows with $R$. Once the correction is applied, a large outer sphere adds both work and noise. The error vanishes as $R\to r_0$ for an uninformative reason: the answer then comes entirely from the inserted $W(R)$. A moderate $R$ suits production use of a trusted correction; a large $R$ suits a test of the law.

Without correction and with negligible $W(a)$, $P/W(r_0)=e^{r_c/R}$. A relative excess below $\delta$ then requires

$$R>\frac{r_c}{\ln(1+\delta)}\simeq\frac{r_c}{\delta}.$$

One per cent needs about $100\,r_c$. The $1/R$ decay is a property of diffusion in three dimensions: from a distant sphere the probability of returning to the sink falls only as $1/R$. Even a neutral pair with a sink at $a$ has a relative excess of about $a/R$. The Coulomb attraction sets the coefficient, which here is $r_c$.

## A walk suited to widely separated radii

With a fixed physical time step, the step must resolve the steep well near $a$, while diffusion to $R$ takes a time of order $R^2/D$. A change of variable and clock removes this conflict.

Itô's formula for $r=|\mathbf r|$ adds $D\nabla^2r=2D/r$ to the radial drift:

$$dr=\left(\frac{2D}{r}-\frac{Dr_c}{r^2}\right)dt+\sqrt{2D}\,dB.$$

For $x=\ln r$, with $r$ in nm, the second-derivative term is $\tfrac12(-1/r^2)(2D\,dt)=-D\,dt/r^2$. Thus

$$dx=\frac{D}{r^2}\left(1-\frac{r_c}{r}\right)dt+\frac{\sqrt{2D}}{r}\,dB.$$

Define a dimensionless clock by $ds=D\,dt/r^2$. The noise variance $2D\,dt/r^2$ becomes $2\,ds$, and

$$dx=b(x)\,ds+\sqrt2\,dB_s,\qquad b(x)=1-r_ce^{-x}.\tag{6}$$

The clock changes when a sphere is reached but not which sphere is reached first, so $P$ is unchanged. The diffusivity has dropped out. Far outside $r_c$ the drift in $x$ tends to one, so the clock time of an outward journey grows as $\ln R$. If physical times are wanted, they follow from $Dt=\int r^2ds$.

## Crossings inside a step

One step of length $h$ with the drift frozen at its starting value is

$$y=x+b(x)h+\sqrt{2h}\,\xi,\tag{7}$$

where $\xi$ is a standard normal number. A path may touch a barrier and return before the step ends, so inspecting $y$ alone misses some absorptions.

Let $x$ and $y$ both lie below a barrier $\beta$. Without drift, reflecting a path after its first contact with $\beta$ pairs the touching paths from $x$ to $y$ with the paths from $x$ to $2\beta-y$. The touching fraction is the ratio of the two Gaussian densities:

$$c_\beta=\exp\left[-\frac{(2\beta-y-x)^2-(y-x)^2}{4h}\right].$$

The difference of squares factors into $(2\beta-2y)(2\beta-2x)$, so

$$c_\beta=\exp\left[-\frac{(\beta-x)(\beta-y)}{h}\right].\tag{8}$$

A constant drift $b$ multiplies every path weight by $\exp[b(y-x)/2-b^2h/4]$. This depends on the endpoints alone and cancels from the ratio. Equation (8) also holds for a barrier below both points, since both factors change sign.

Two barriers are treated separately. A path touching both in one step must cover $\ln(R/a)$, so the condition is $\sqrt{2h}\ll\ln(R/a)$.

## Choosing the time step

The frozen drift leaves an error even when crossings are detected. Let $p$ be the true exit probability as a function of $x$, so that $p''=-bp'$. With $b_0$ the frozen drift, the step average is generated by $L_0=b_0\partial_x+\partial_x^2$:

$$\langle p(y)\rangle=p+hL_0p+\frac{h^2}{2}L_0^2p+\dots$$

At a general point $L_0p=(b_0-b)p'$, which vanishes at the start of the step. Applying $L_0$ again and then setting $b=b_0$ gives

$$L_0^2p=-bb'p'-b''p'-2b'p''=(bb'-b'')p',$$

where the last step used $p''=-bp'$. With $u=r_c/r$, $b'=u$ and $b''=-u$, the defect per interior step is

$$\frac{h^2}{2}\,u(2-u)\,p'.$$

A path makes a number of steps proportional to $1/h$, so the accumulated interior error is of order $h$. This expansion does not cover steps close to a barrier; there the order has to be checked numerically. The drift must also change little in one step. Near the sink it varies as $e^{-x}$, and $x$ moves by about $hr_c/a$ through the drift and $\sqrt{2h}$ through the noise, so both should be much smaller than one when the sink region affects the result. If $W(a)\ll W(r_0)$, paths that come close to the sink almost never return, and the first condition can be relaxed. For the example below with $R=60$ nm and $h=0.005$, the bias at $r_0$ stays between $1.7$ and $1.8\times10^{-4}$ as $a$ shrinks from $r_c/10$ to $r_c/200$, that is, as $hr_c/a$ grows from 0.05 to 1.

The discrete walk can be solved without sampling noise. Let $A=\ln a$, $B=\ln R$, and let $K(y|x)$ be the Gaussian density of (7). Its exit probability obeys

$$p_h(x)=\int_A^B K\left[(1-c_A-c_B)\,p_h(y)+c_B\right]dy+\int_B^\infty K\,dy.$$

The terms describe survival, a hidden outer crossing and an endpoint beyond $R$. Gauss-Legendre quadrature turns this into a linear system. For endpoint checks, set $c_A=c_B=0$.

For the example below with $R=60$ nm, halving $h$ from 0.010 to 0.005 reduces the largest error over the starting points from $9.1\times10^{-4}$ to $4.6\times10^{-4}$, a ratio of 1.97. This supports first order. Endpoint checks give $2.2\times10^{-2}$ and $1.6\times10^{-2}$, a ratio of 1.39, close to $\sqrt2$. That is the expected scaling if missed excursions, of length about $\sqrt{2h}$, act as a displacement of the barriers.

At $r_0$ itself the endpoint bias is smaller, $-1.7\times10^{-3}$ at $h=0.005$. By (1), moving the outer barrier outward lowers $P$, while moving the inner barrier inward raises it. The two effects oppose each other, so a small bias at one starting point is no guarantee elsewhere.

## Procedure

1. Decide whether the sink at $a$ is physical or a numerical device. This selects (4) or (3).
2. Choose $R$, and choose $h$ so that $hr_c/a\ll1$ (unless $W(a)$ is negligible beside $W(r_0)$), $\sqrt{2h}\ll1$ and $\sqrt{2h}\ll\ln(R/a)$.
3. Start each path at $x=\ln r_0$ and propose $y$ from (7).
4. Draw $v$ uniformly between 0 and 1. Record escape if $v<c_B$ and capture if $v>1-c_A$; otherwise continue from $y$. If $y$ lies beyond a barrier, the corresponding expression (8) exceeds one, so the same comparison records the crossing.
5. Form $P$, apply the chosen correction, and state the sampling and time-step errors separately.

## Worked example

The round model parameters are $\varepsilon_r=4$, $T=300$ K, $r_0=10$ nm and $a=3$ nm. They give $k_BT=25.85$ meV and $r_c=13.925$ nm (263.15 bohr). The Onsager probability is

$$W(r_0)=e^{-13.925/10}=0.2485,$$

and $W(a)=0.0096$. With a physical sink at 3 nm, (2) gives $q(r_0)=0.2411$, about 3% lower.

Each radius was run with $10^5$ paths and $h=0.005$:

| $R$ (nm) | raw $P$ | corrected $W(r_0)$ | mean steps |
|---|---|---|---|
| 30 | 0.3858 | 0.2485 ± 0.0010 | 97 |
| 60 | 0.3056 | 0.2490 ± 0.0011 | 139 |
| 120 | 0.2724 | 0.2496 ± 0.0012 | 177 |

For $R=60$ nm, (3) reads

$$0.30564\times0.79288+0.69436\times0.00964=0.2490.$$

The raw values exceed the Onsager value by 55%, 23% and 10% of that value. After correction all three agree with it within one standard error, and the dependence on $R$ is no longer resolved. The errors grow with $R$ as (5) predicts, and each of the two doublings of $R$ in the table adds about 40 steps per path.

At $R=60$ nm the time-step bias of $P$ is $2.7\times10^{-4}$, about a fifth of its standard error, 0.0015. A smaller $h$ would bring little here. The two errors would become equal at $N=P(1-P)/(2.7\times10^{-4})^2$, or about three million paths; beyond that, $h$ should be reduced as well.

Increasing $R$ without correction does not lead to the Onsager value while $a$ stays at 3 nm. The raw $P$ falls towards 0.2411 and passes 0.2485 on the way. Setting $P=W(r_0)$ in (1) gives

$$W(R)=1+W(a)-\frac{W(a)}{W(r_0)}=0.971,$$

or $R\approx470$ nm. Agreement at that radius would be a cancellation between the errors of the two boundaries.

### Checks that do not use the correction

With $a=r_c/10$ and $R=1000\,r_c$, the uncorrected result is $0.2490\pm0.0022$, against 0.2485. The remaining outer-boundary effect and the time-step bias are each about 0.1% of the probability, well below the sampling error. This run verifies the Onsager value to about 1%. Despite the distant sphere it needs a mean of 447 steps per path.

A separate run from 60 nm, with the sink at 3 nm and the outer sphere at $1000\,r_c$, gives $q(R)=0.7934\pm0.0029$. The formula gives 0.7909 for an infinite outer radius, and the remote sphere raises the expected value by 0.0008. Multiplying by the simulated $P$ gives $0.24248\pm0.00145$, consistent with the finite-sink value 0.2411.

A three-dimensional walk with fixed $D\,dt=0.03$ nm² and $R=30$ nm gives $P=0.382\pm0.008$, against 0.386 from (1). It uses neither the radial reduction nor the logarithmic clock, and supports both at the 2% level. The numerical output lists the full values.

## Where the result stops applying

Since $r_c\propto1/\varepsilon_r$, $d\ln W(r_0)/d\ln\varepsilon_r=r_c/r_0$, which is 1.39 here. A 10% error in the permittivity therefore changes the escape probability by about 14%, far more than the sampling and time-step errors of the corrected results. This matters when choosing between clamped-ion and relaxed-ion response.

A field $F$ can be neglected inside the simulated region if $eFR\ll k_BT$. For $R=60$ nm this means $F\ll4\times10^5$ V/m. The extension to infinity refers to the limit $F\to0$, because any fixed field eventually dominates the Coulomb attraction at large distance. For a point sink and a weak field, the escape probability to infinity, averaged over the initial orientation, is raised by the factor $1+eFr_c/2k_BT$. In the example the increase is about 1% at $4\times10^4$ V/m and about 11% at $4\times10^5$ V/m. At $10^7$ V/m (1 V across 100 nm), beyond the linear range, the same diffusion model gives about 2.7 times the zero-field value. The result is thus the zero-field reference for Coulomb escape and does not apply at typical device fields, where the backward equation must be solved with the field included.

The model also assumes a continuous medium, constant $D$, overdamped motion and a single pair. Hopping between sites a distance comparable with $a$ apart, a permittivity that varies at short range, or other nearby charges would change the backward equation, and with it $W(r)$ or the form of the correction.

## Table of computed values

```
relative permittivity = 4.0
temperature = 300.0 K
thermal energy = 25.852 meV
Onsager radius rc = 13.9251 nm = 263.15 bohr
start r0 = 10.0 nm, inner a = 3.0 nm
Onsager W(r0) = 0.24845
W(a) = 0.00964
finite-sink escape q(r0) = 0.24113
time-step study at R = 60 nm:
 bridge h=0.010: P=0.305416, bias=+5.15e-04, max error=9.07e-04
 bridge h=0.005: P=0.305173, bias=+2.72e-04, max error=4.61e-04
 bridge max-error ratio on halving h = 1.968
 endpoint h=0.010: P=0.302580, bias=-2.32e-03, max error=2.21e-02
 endpoint h=0.005: P=0.303204, bias=-1.70e-03, max error=1.59e-02
 endpoint max-error ratio on halving h = 1.389
main walks: N = 100000 per radius, h = 0.005
R = 30 nm: W(R)=0.62866, mean steps=96.8
 raw P=0.38580 +/- 0.00154, formula=0.38579
 corrected W=0.24846 +/- 0.00095, raw excess=55.3 %
R = 60 nm: W(R)=0.79288, mean steps=138.6
 raw P=0.30564 +/- 0.00146, formula=0.30490
 corrected W=0.24903 +/- 0.00114, raw excess=23.0 %
R = 120 nm: W(R)=0.89044, mean steps=177.4
 raw P=0.27241 +/- 0.00141, formula=0.27113
 corrected W=0.24958 +/- 0.00124, raw excess=9.6 %
direct run: a = 1.3925 nm, R = 13925.1 nm, N = 40000
 uncorrected P = 0.24895 +/- 0.00216, mean steps = 447.1
outer factor from R = 60 nm, N = 20000:
 simulated q(R) = 0.79335 +/- 0.00286, formula=0.79086
 product P q(R) = 0.24248 +/- 0.00145
3D walk: R = 30 nm, N = 4000, D dt = 0.03 nm^2
 P = 0.3822 +/- 0.0077, formula = 0.3858
```
